# Stretch–stretch coupling in ferrocene from a linear three-mass model

## Problem

Ferrocene, Fe(C₅H₅)₂, has an iron atom between two parallel five-membered rings. Treat it as three point masses on a line: a rigid ring of mass $m$, the iron atom of mass $M$, and a second ring of mass $m$. Let $x_1$, $X$ and $x_2$ be their displacements from equilibrium along the line. The changes of the two ring–iron distances are

$$r_1=X-x_1,\qquad r_2=x_2-X .$$

To second order the potential energy is

$$V=\tfrac12 k\,(r_1^2+r_2^2)+k'\,r_1r_2 ,$$

with diagonal force constant $k$ and stretch–stretch coupling constant $k'$. The cross term carries no factor ½; with such a factor, the quoted coupling constant would be twice as large.

Two stretching bands are given: 309 cm⁻¹, seen in the Raman spectrum, and 478 cm⁻¹, seen in the infrared spectrum. Read both as harmonic wavenumbers at first. The atomic masses are 12.011 u (C), 1.008 u (H) and 55.845 u (Fe).

(a) Find the two stretching frequencies in terms of $k$, $k'$, $m$ and $M$.

(b) Decide which band belongs to which mode, and find $k$, $k'$ and $k'/k$.

(c) What would the upper wavenumber be without coupling, if the lower one is held at 309 cm⁻¹? What does the opposite assignment give?

(d) What does the sign of $k'$ mean, and can the two bands reveal its origin?

(e) How far do reading errors, flexible rings, anharmonicity and temperature move $k'/k$?

The formulas hold in any consistent set of units. Force constants are given in eV/Å².

## Solution

### (a) The two stretching modes

The generalized forces belonging to the stretches are

$$f_1=\frac{\partial V}{\partial r_1}=kr_1+k'r_2,\qquad f_2=\frac{\partial V}{\partial r_2}=kr_2+k'r_1 .$$

Since $r_1$ contains $-x_1$ and $+X$, while $r_2$ contains $-X$ and $+x_2$, Newton's equations read

$$m\ddot x_1=f_1,\qquad M\ddot X=-f_1+f_2,\qquad m\ddot x_2=-f_2 .$$

The three right-hand sides add to zero, so total momentum is conserved. Subtracting accelerations gives

$$\ddot r_1=\ddot X-\ddot x_1=-\frac{f_1}{m}-\frac{f_1-f_2}{M},\qquad
\ddot r_2=\ddot x_2-\ddot X=-\frac{f_2}{m}+\frac{f_1-f_2}{M}.$$

The two equations separate in the sum $s=r_1+r_2$ and the difference $d=r_1-r_2$. In the sum, the iron terms cancel. In the difference, they add:

$$\ddot s=-\frac{f_1+f_2}{m},\qquad \ddot d=-(f_1-f_2)\left(\frac1m+\frac2M\right).$$

From the definitions of the forces, $f_1+f_2=(k+k')s$ and $f_1-f_2=(k-k')d$. Each coordinate is therefore a harmonic oscillator, with

$$\boxed{\;\omega_s^2=\frac{k+k'}{m},\qquad \omega_a^2=\frac{k-k'}{\mu},\qquad \frac1\mu=\frac1m+\frac2M\;}$$

In the symmetric mode $d=0$, so $f_1=f_2$ and the iron atom stays at rest while the rings move in opposite directions. In the antisymmetric mode $s=x_2-x_1=0$, so both rings have the same displacement $x$. With the centre of mass at rest, $2mx+MX=0$, hence

$$\frac Xx=-\frac{2m}{M}.$$

The potential in the new coordinates follows from $r_1^2+r_2^2=(s^2+d^2)/2$ and $r_1r_2=(s^2-d^2)/4$:

$$V=\tfrac14(k+k')s^2+\tfrac14(k-k')d^2 .$$

The equilibrium is stable if both coefficients are positive, that is, if $|k'|<k$.

### (b) Assignment and inversion

Ferrocene with equivalent rings has twofold axes perpendicular to the line of centres, whether the rings are eclipsed or staggered. Rotation about such an axis exchanges the rings. It leaves the symmetric stretch unchanged and reverses the sign of the antisymmetric one.

Both stretches are unchanged by rotation about the fivefold axis, so a dipole moment that varies linearly with either must point along that axis. The twofold rotation reverses an axial dipole. The antisymmetric stretch can therefore be infrared active, and the symmetric one cannot.

The components of the ordinary (symmetric) polarizability tensor that survive the fivefold rotation are the axial one and the mean perpendicular one. The twofold rotation leaves both unchanged, so the symmetric stretch can be Raman active and the antisymmetric one cannot. Hence 309 cm⁻¹ is $\tilde\nu_s$ and 478 cm⁻¹ is $\tilde\nu_a$.

Define two quantities that are known from the data, using $\omega=2\pi c\tilde\nu$:

$$A=m\omega_s^2=k+k',\qquad B=\mu\omega_a^2=k-k' .$$

Half the sum and half the difference give

$$k=\frac{A+B}{2},\qquad k'=\frac{A-B}{2},\qquad \rho\equiv\frac{k'}{k}=\frac{A-B}{A+B}.$$

The ring mass is $m=5(12.011+1.008)=65.095$ u, and

$$\mu=\left(\frac1{65.095}+\frac2{55.845}\right)^{-1}\text{u}=19.541\ \text{u}.$$

The ratio $\rho$ needs no unit conversion, because $2\pi c$ cancels in $A/B$:

$$\frac AB=\frac{m}{\mu}\left(\frac{\tilde\nu_s}{\tilde\nu_a}\right)^2=\frac{65.095}{19.541}\left(\frac{309}{478}\right)^2=1.392,\qquad
\rho=\frac{1.392-1}{1.392+1}=0.164 .$$

For the separate constants, put the masses in kilograms and the angular frequencies in s⁻¹, and use 1 eV/Å² = 16.02 N/m. This gives $A=22.86$ eV/Å² and $B=16.42$ eV/Å², so

$$k=\frac{22.86+16.42}{2}=19.64\ \text{eV/Å}^2,\qquad k'=\frac{22.86-16.42}{2}=3.22\ \text{eV/Å}^2 ,$$

or 315 N/m and 52 N/m. The coupling constant is about 0.16 of the diagonal force constant.

As a check that does not use the inversion formulas, $k$ and $k'$ were varied until diagonalization of the three-mass problem gave 309 and 478 cm⁻¹. The search, started from $k'=0$, also ended at $\rho=0.1639$.

### (c) No coupling, and the opposite assignment

Dividing the two frequency formulas gives

$$\left(\frac{\omega_a}{\omega_s}\right)^2=\frac{1-\rho}{1+\rho}\left(1+\frac{2m}{M}\right).$$

For $\rho=0$ the ratio of wavenumbers is fixed by the masses alone: $\sqrt{1+2m/M}=1.825$. With the lower band held at 309 cm⁻¹, the upper one would lie at 564 cm⁻¹. The given band is 86 cm⁻¹ lower, and the ratio is 1.547. Within this model, a ratio below 1.825 requires a positive $k'$.

If the labels of the bands are exchanged, the same formulas give $k=30.78$ eV/Å², $k'=23.92$ eV/Å² and $\rho=0.777$. This solution also satisfies $|k'|<k$ and reproduces both wavenumbers, so stability cannot exclude it. The two solutions differ in the order of the modes. The antisymmetric mode lies above the symmetric one if

$$(1-\rho)\left(1+\frac{2m}{M}\right)>1+\rho .$$

Multiplying out and collecting the terms in $\rho$ gives $2m/M>2\rho\,(1+m/M)$, or

$$\rho<\frac{m}{m+M}=\frac{65.095}{120.940}=0.538 .$$

The value 0.164 lies below this limit and 0.777 above it. The selection rules decide between them.

Deuterated rings would offer a second way to decide. Their mass is 70.125 u. With the force constants unchanged and the rings still rigid, the model predicts 298 cm⁻¹ for the symmetric mode and 473 cm⁻¹ for the antisymmetric one. The relative reductions, about 4 % and 1 %, depend only on the masses, since the force constants cancel in each ratio. The symmetric mode responds more strongly because its whole inertia is that of the rings. In the antisymmetric mode the ring term $1/m$ supplies only 30 % of $1/\mu$, and the iron atom moves 2.33 times as far as each ring. These rigid-ring values are only a first estimate. Deuteration also lowers the frequency of the hydrogen motion treated in part (e) and brings it closer to both bands, so both reductions grow, that of the upper band most. With that motion at 800 cm⁻¹ before deuteration, the reductions become 5.4 % (309 cm⁻¹ band) and 3.6 % (478 cm⁻¹ band); at 700 cm⁻¹ they become 6.2 % and 6.0 %. The larger relative shift alone is therefore not a safe marker of the symmetric mode. The full predictions still differ: at 800 cm⁻¹ the exchanged assignment would give about 1.7 % for the 309 cm⁻¹ band and 10 % for the 478 cm⁻¹ band.

### (d) The meaning of the coupling

Hold $r_1$ at a fixed value and let $r_2$ relax. The minimum of $V$ with respect to $r_2$ satisfies

$$kr_2+k'r_1=0\quad\Rightarrow\quad r_2=-\rho\,r_1 .$$

With positive $k'$, stretching one ring–iron distance shortens the other. In the harmonic model, a stretch of 0.100 Å on one side produces a contraction of 0.016 Å on the other. Inserting the relaxed $r_2$ into the potential gives

$$V=\tfrac12kr_1^2+\tfrac12k\rho^2r_1^2-k'\rho\,r_1^2=\tfrac12k(1-\rho^2)\,r_1^2 ,$$

where $k'=\rho k$ was used in the last step. The relaxation therefore lowers the stiffness felt by $r_1$ by the fraction $\rho^2$, about 2.7 %. The coupling has a much larger effect on the spectrum, where it enters to first order in $\rho$.

The origin of $k'$ remains open. Consider a spring $K$ for each ring–iron distance and a third spring $F$ acting directly between the rings, whose separation changes by $r_1+r_2$:

$$\tfrac12K(r_1^2+r_2^2)+\tfrac12F(r_1+r_2)^2=\tfrac12(K+F)(r_1^2+r_2^2)+F\,r_1r_2 .$$

This is the original potential with $k=K+F$ and $k'=F$. The values $K=16.42$ eV/Å² and $F=3.22$ eV/Å² give the same two wavenumbers. A direct ring–ring interaction and a coupling through the electrons of the metal can thus produce the same $V$, and the two bands cannot tell them apart.

### (e) How firm is the ratio?

**Reading errors.** Let $y=A/B$, so that $\rho=(y-1)/(y+1)$. Then

$$d\rho=\frac{2\,dy}{(y+1)^2},\qquad 1-\rho^2=\frac{4y}{(y+1)^2}\quad\Rightarrow\quad d\rho=\tfrac12(1-\rho^2)\frac{dy}{y}.$$

Because $y$ is proportional to $\tilde\nu_s^2/\tilde\nu_a^2$,

$$d\rho=(1-\rho^2)\left(\frac{d\tilde\nu_s}{\tilde\nu_s}-\frac{d\tilde\nu_a}{\tilde\nu_a}\right).$$

A relative error common to both wavenumbers cancels. The slopes are $+0.00315$ per cm⁻¹ for the symmetric band and $-0.00204$ per cm⁻¹ for the antisymmetric one. Errors of 5 cm⁻¹ in opposite directions spread $\rho$ from 0.138 to 0.190.

**Flexible rings.** Let the five hydrogen atoms of a ring, of total mass $m_H$, move together along the axis against the five carbon atoms, of total mass $m_C$. They are held by a spring $k_H=m_H\omega_H^2$, where $\omega_H$ is their frequency with the carbon atoms clamped. If the carbon atoms move with amplitude $x$ at frequency $\omega$, the hydrogen amplitude $y_H$ obeys

$$-m_H\omega^2y_H=-k_H(y_H-x)\quad\Rightarrow\quad y_H=\frac{x}{1-\omega^2/\omega_H^2}.$$

The force needed to drive the ring is proportional to $m_Cx+m_Hy_H$. The rigid mass is therefore replaced by

$$m(\omega)=m_C+\frac{m_H}{1-\omega^2/\omega_H^2}.$$

With a rough value of 800 cm⁻¹ for the hydrogen motion, the ring masses are 65.98 u at 309 cm⁻¹ and 67.89 u at 478 cm⁻¹. Using each in its own frequency formula gives $k=19.90$ eV/Å², $k'=3.27$ eV/Å² and $\rho=0.164$. Both constants rise by more than 1 %, but their ratio hardly changes, because $A$ and $B$ grow by nearly the same factor.

**Anharmonicity.** Observed bands are differences between quantum levels, not harmonic wavenumbers. To estimate the difference, replace each term $\tfrac12kr^2$ by a Morse potential $D(1-e^{-ar})^2$ and keep $k'r_1r_2$. Since $1-e^{-ar}\approx ar$ for small $r$, the curvature is unchanged if $2Da^2=k$. This potential serves only near equilibrium: if one bond is stretched far while the other is compressed, the term $k'r_1r_2$ makes the energy fall without limit. The low levels used here lie deep in the well around equilibrium. With a rough depth $D=3$ eV per ring–iron bond, diagonalization of the two-dimensional vibrational problem puts the fundamentals below the harmonic wavenumbers by 1.9 cm⁻¹ (symmetric) and 4.5 cm⁻¹ (antisymmetric).

Adding these shifts to the given bands and inverting again yields $k=19.93$ eV/Å², $k'=3.20$ eV/Å² and $\rho=0.161$. With these constants, the calculated fundamentals return to 309 and 478 cm⁻¹ within 0.3 cm⁻¹.

**Temperature.** At 400 K, a rough temperature for delivering ferrocene vapour, the fraction of molecules with at least one quantum in the symmetric mode is, for harmonic levels,

$$e^{-hc\tilde\nu_s/k_BT}=0.33 .$$

In the Morse model the transition from one to two quanta lies 0.55 cm⁻¹ below the fundamental. Even if the symmetric band were read at that position, with the other band held fixed, $\rho$ would fall by only $0.55\times0.00315\approx0.002$. The cross hot bands are shifted more. In the same model, one quantum in either stretch lowers the other transition by about 2.6 cm⁻¹. Reading the antisymmetric band at that position (reached from the 33 % of molecules excited in the symmetric mode) would raise $\rho$ by 0.005. Reading the symmetric band at that position (reached from the 18 % excited in the antisymmetric mode) would lower it by 0.008. Hot bands involving modes outside the model are not included.

**The real molecule.** Ferrocene is used as a volatile iron source, for example to form catalyst particles for carbon nanotube growth. The two wavenumbers are typical of its skeletal stretches, but band positions depend somewhat on phase and temperature. Among the effects sized here, an uncertainty of 5 cm⁻¹ in each band matters most: it can move $\rho$ by 0.026, against 0.003 for anharmonicity at $D=3$ eV (scaling roughly as $1/D$, so 0.007 at 1.5 eV), up to 0.008 if a band were read at one of the hot-band positions above, and less than 0.001 for a hydrogen motion between 700 and 1000 cm⁻¹.

Real rings also deform within their planes, and their breathing motions can mix with both stretches through the potential: in-phase breathing of the two rings with the symmetric stretch, out-of-phase breathing with the antisymmetric one. The softening that results when the ring follows the stretch is already contained in the fitted constants. The following motion also carries inertia: if the ring radius changes by a fraction $t$ of the stretch, $mt^2$ is added to both $m$ and $\mu$, which raises the fitted $\rho$ above the static ratio. For a breathing mode near 1100 cm⁻¹ the rise is about 0.004 for $t=0.05$ and 0.014 for $t=0.1$; the two bands do not fix $t$. The result $k'/k\approx0.16$ is therefore an effective constant of the three-mass model. A full force field, with more coordinates, may divide the same stiffness differently.

## Table of computed values

```
symmetric stretch, input            309 cm^-1
antisymmetric stretch, input        478 cm^-1
atomic masses C, H, D, Fe           12.011 1.008 2.014 55.845 u
ring mass m                         65.095 u
antisymmetric reduced mass mu       19.541 u
k + kc                              22.856 eV/A^2
k - kc                              16.418 eV/A^2
k                                   19.637 eV/A^2
kc                                  3.219 eV/A^2
k converted                         314.6 N/m
kc converted                        51.6 N/m
kc/k                                0.1639
kc/k by numerical inversion         0.1639
iron/ring amplitude, antisymmetric  -2.331
uncoupled ratio of wavenumbers      1.8252
observed ratio of wavenumbers       1.5469
uncoupled antisymmetric stretch     564.0 cm^-1
swapped assignment: k               30.778 eV/A^2
swapped assignment: kc              23.917 eV/A^2
swapped assignment: kc/k            0.7771
held stretch of one bond            0.100 A
relaxed change of the other bond    -0.0164 A
d(kc/k)/d(symmetric wavenumber)     0.00315 per cm^-1
d(kc/k)/d(antisym. wavenumber)      -0.00204 per cm^-1
reading error assumed               5 cm^-1
kc/k range from reading errors      0.138 to 0.190
deuterated ring mass                70.125 u
deuterated symmetric stretch        297.7 cm^-1
deuterated antisymmetric stretch    472.8 cm^-1
hydrogen motion, clamped carbons    800 cm^-1 (rough)
dynamic ring mass at symmetric      65.979 u
dynamic ring mass at antisymmetric  67.893 u
flexible rings: k                   19.895 eV/A^2
flexible rings: kc                  3.271 eV/A^2
flexible rings: kc/k                0.1644
Morse depth per ring-iron bond      3.0 eV (rough)
harmonic - fundamental, symmetric   1.86 cm^-1
harmonic - fundamental, antisym.    4.51 cm^-1
anharmonic correction: k            19.931 eV/A^2
anharmonic correction: kc           3.201 eV/A^2
anharmonic correction: kc/k         0.1606
vapour-delivery temperature         400 K (rough)
symmetric mode excited, fraction    0.329
hot-band shift, symmetric           -0.55 cm^-1
```
